# Spin-Orbit Levels of an Atomic p Shell and Their 3/2 Splitting

## The spin-orbit matrix and its levels

Take one electron in a p orbital with angular momentum $m=1$ along $z$ and with spin up, and let the spin-orbit operator be $\xi\,\mathbf l\cdot\mathbf s$. The energy of this state can be read off. The $z$ components contribute $\xi\times 1\times\tfrac12=\xi/2$. The $x$ and $y$ components act by passing one unit of angular momentum between orbit and spin, as shown below. Here both projections already have their largest values, so neither can take a unit from the other. The state is therefore an eigenstate with energy $\xi/2$. Its mirror image, with $m=-1$ and spin down, has the same energy, because both signs change and the product does not.

Now turn the spin over and keep $m=1$. The $z$ components give $-\xi/2$, but this is not a level of the shell. The spin can now take a unit from the orbit, which turns the state into one with $m=0$ and spin up. The two states mix, and the mixing pushes the lower level down to $-\xi$ and the upper one up to $\xi/2$, where it joins the two states found first. The distance from $-\xi$ to $\xi/2$ is the splitting $3\xi/2$. The rest of this half builds the matrix in a form that can be coded and derives these levels from it.

### Operator, units and assumptions

Angular momenta are measured in units of $\hbar$, and energies in hartree unless stated otherwise. The spin operator is $\mathbf s=\boldsymbol\sigma/2$, where $\boldsymbol\sigma$ stands for the three Pauli matrices. The operator to be diagonalized is

$$H=\xi\,\mathbf l\cdot\mathbf s=\xi\,(l_xs_x+l_ys_y+l_zs_z),\qquad \xi>0 .$$

The constant $\xi$ comes from a more detailed operator $f(r)\,\mathbf l\cdot\mathbf s$, in which $f(r)$ measures the strength of the coupling at distance $r$ from the nucleus. Let all six states of the shell share one normalized radial function $R(r)$. Since $\mathbf l$ acts on angles alone, each matrix element is a product of a radial integral and an angular and spin factor. The radial integral is the same for all of them:

$$\xi=\int_0^\infty R(r)^2 f(r)\,r^2\,dr .$$

What remains is a $6\times6$ matrix of pure numbers, called $X=\mathbf l\cdot\mathbf s$ from here on, so that $H=\xi X$.

Three assumptions are contained in this. The three orbitals have equal energy before the coupling acts, and this common energy is taken as zero. Mixing with other shells is left out. The levels are those of a single electron, so the multiplets of several interacting p electrons are outside the result.

### Orbital matrices from the definition

The orbital operator is $\mathbf l=-i\,\mathbf r\times\nabla$. Its $z$ component is

$$l_z=-i\left(x\frac{\partial}{\partial y}-y\frac{\partial}{\partial x}\right),$$

and the other two follow by the cyclic replacement $x\to y\to z\to x$. The real p orbitals are $x\,g(r)$, $y\,g(r)$ and $z\,g(r)$, with a common normalization included in $g$. They are orthogonal, because the product of two different ones is odd in one coordinate.

The factor $g(r)$ can be carried along unchanged. Its gradient points along $\mathbf r$, and $\mathbf r\times\mathbf r=0$, so $\mathbf l\,g(r)=0$. The operator contains first derivatives, so the product rule gives $\mathbf l\,(x\,g)=g\,(\mathbf l\,x)$. It is then enough to differentiate the coordinates:

$$l_z\,x=-i(0-y)=i\,y,\qquad l_z\,y=-i(x-0)=-i\,x,\qquad l_z\,z=0 .$$

The cyclic replacement gives the remaining six results:

$$l_x\,y=i\,z,\qquad l_x\,z=-i\,y,\qquad l_x\,x=0,$$

$$l_y\,z=i\,x,\qquad l_y\,x=-i\,z,\qquad l_y\,y=0 .$$

Every result is again a combination of $x$, $y$ and $z$, so the shell is closed under $\mathbf l$. To form a matrix, the image of each orbital is written as a column. In the order $x,y,z$ this gives

$$L_x=\begin{pmatrix}0&0&0\\0&0&-i\\0&i&0\end{pmatrix},\quad
L_y=\begin{pmatrix}0&0&i\\0&0&0\\-i&0&0\end{pmatrix},\quad
L_z=\begin{pmatrix}0&-i&0\\i&0&0\\0&0&0\end{pmatrix}.$$

### The matrix in real orbitals

In a tight-binding code that stores real orbitals, this form of $X$ is the one to enter. Let the three spin-up orbitals come first and the three spin-down orbitals second. The Pauli matrices then place the orbital matrices in blocks:

$$X=\frac12\begin{pmatrix}L_z&L_x-iL_y\\L_x+iL_y&-L_z\end{pmatrix}.$$

The upper right block contains $-i$ because $\sigma_y$ has $-i$ in that place. In terms of Kronecker products this is $X=\sum_k S_k\otimes L_k$, where $S_k$ are the spin matrices. If the two spin states of each orbital are stored next to each other, the product is $\sum_k L_k\otimes S_k$ instead. The two matrices differ by a reordering of the basis and have the same eigenvalues.

The off-diagonal blocks connect $z$ with $x$ and $y$, while the diagonal blocks connect $x$ with $y$. The six states therefore fall into two sets of three that do not mix. For the set $x{\uparrow},\,y{\uparrow},\,z{\downarrow}$ the entries are

$$X_3=\frac12\begin{pmatrix}0&-i&1\\i&0&-i\\1&i&0\end{pmatrix}.$$

Let $\lambda$ be an eigenvalue of $2X_3$. For a Hermitian $3\times3$ matrix $M$ with zero diagonal, expansion of the determinant gives

$$\det(M-\lambda)=-\lambda^3+\lambda\left(|M_{12}|^2+|M_{23}|^2+|M_{13}|^2\right)+2\,\mathrm{Re}\,(M_{12}M_{23}M_{31}).$$

Here the three squares add up to 3, and the triple product is $(-i)(-i)(1)=-1$. The condition for an eigenvalue becomes

$$\lambda^3-3\lambda+2=(\lambda-1)^2(\lambda+2)=0 .$$

The eigenvalues of $X_3$ are half of these roots: $\tfrac12$, $\tfrac12$ and $-1$. In the other set, $x{\downarrow},\,y{\downarrow},\,z{\uparrow}$, the doubled matrix has $M_{12}=i$, $M_{23}=-i$ and $M_{31}=-1$. The squares again add up to 3 and the triple product is $(i)(-i)(-1)=-1$, so the roots are the same. Together the two sets give $\tfrac12$ four times and $-1$ twice.

This already proves the result. It does not show which angular momentum belongs to which level, and for that the complex orbitals are better suited.

### The matrix in complex orbitals

Define, with the factor $g(r)$ understood,

$$|1\rangle=-\frac{x+iy}{\sqrt2},\qquad |0\rangle=z,\qquad |-1\rangle=\frac{x-iy}{\sqrt2}.$$

These are eigenstates of $l_z$. For instance, $l_z(x+iy)=iy+i(-ix)=x+iy$, so $|1\rangle$ has $m=1$. In the same way $l_z(x-iy)=iy-i(-ix)=-(x-iy)$, so $|-1\rangle$ has $m=-1$.

The combinations $l_\pm=l_x\pm il_y$ raise and lower $m$. Acting on $z$ they give

$$l_+z=-iy+i(ix)=-(x+iy)=\sqrt2\,|1\rangle,$$

$$l_-z=-iy-i(ix)=x-iy=\sqrt2\,|-1\rangle .$$

The minus sign in the definition of $|1\rangle$ makes both coefficients positive. On $x$ and $y$ one finds $l_+x=i(-iz)=z$ and $l_+y=iz$. Hence $l_+(x+iy)=z-z=0$, which confirms that $|1\rangle$ cannot be raised further. Likewise $l_-x=-z$ and $l_-y=iz$, so $l_-(x-iy)=-z+z=0$.

For the spin, $s_\pm=s_x\pm is_y$ gives $s_+|{\downarrow}\rangle=|{\uparrow}\rangle$ and $s_-|{\uparrow}\rangle=|{\downarrow}\rangle$, with coefficient one, and the other two actions give zero. Multiplying out the products of ladder operators,

$$l_+s_-=l_xs_x+l_ys_y+i(l_ys_x-l_xs_y),$$

$$l_-s_+=l_xs_x+l_ys_y-i(l_ys_x-l_xs_y).$$

In the sum the last terms cancel, and therefore

$$X=l_zs_z+\tfrac12\,(l_+s_-+l_-s_+).$$

This is the exchange of one unit used in the opening example. Each term leaves the sum $m_j=m+m_s$ unchanged, where $m_s=\pm\tfrac12$ is the spin projection. States with different $m_j$ do not mix, and the six states divide as follows.

- $m_j=\tfrac32$: $|1,{\uparrow}\rangle$
- $m_j=\tfrac12$: $|0,{\uparrow}\rangle$ and $|1,{\downarrow}\rangle$
- $m_j=-\tfrac12$: $|0,{\downarrow}\rangle$ and $|-1,{\uparrow}\rangle$
- $m_j=-\tfrac32$: $|-1,{\downarrow}\rangle$

The first and last states stand alone. Their energies are $\xi(1)(\tfrac12)$ and $\xi(-1)(-\tfrac12)$, both equal to $\xi/2$.

For $m_j=\tfrac12$ the diagonal elements of $X$ are $0\times\tfrac12=0$ and $1\times(-\tfrac12)=-\tfrac12$. The off-diagonal element follows from $\tfrac12\,l_+s_-|0,{\uparrow}\rangle=\tfrac12\sqrt2\,|1,{\downarrow}\rangle$, which is $1/\sqrt2$ times the second state. The block of $H$ is

$$H_{1/2}=\xi\begin{pmatrix}0&1/\sqrt2\\1/\sqrt2&-1/2\end{pmatrix}.$$

An eigenvalue $E$ must make the determinant of $H_{1/2}-E$ vanish:

$$(-E)\left(-\frac{\xi}{2}-E\right)-\frac{\xi^2}{2}
=E^2+\frac{\xi}{2}E-\frac{\xi^2}{2}
=\left(E-\frac{\xi}{2}\right)(E+\xi)=0 .$$

The block for $m_j=-\tfrac12$ has diagonal elements $0$ and $(-1)(\tfrac12)=-\tfrac12$. Its off-diagonal element comes from $\tfrac12\,l_-s_+|0,{\downarrow}\rangle$ and is again $1/\sqrt2$. The matrix is the same, and so are its roots.

### Result, conventions and a first example

Each of the four values of $m_j$ contributes one state at $\xi/2$, and the two inner values contribute one state each at $-\xi$. The levels are

$$E_{3/2}=\frac{\xi}{2}\ \ (4\text{ states}),\qquad E_{1/2}=-\xi\ \ (2\text{ states}),\qquad E_{3/2}-E_{1/2}=\frac32\,\xi .$$

The subscripts anticipate the total angular momentum $j$, which is identified in the second half.

The sum of all six energies is $4(\xi/2)-2\xi=0$, as it must be, since every $L_k$ has zero trace. The coupling thus leaves the mean energy of the shell in place. It also gives no net energy to a filled shell of independent electrons. If one electron is missing from such a shell, the energy is minus that of the emptied state. The order is then reversed: four states lie at $-\xi/2$ and two at $+\xi$.

The factor $\tfrac32$ belongs to the definition $H=\xi\,\mathbf l\cdot\mathbf s$. A code may instead take the constant $\lambda$ in $H=\lambda\,\mathbf l\cdot\boldsymbol\sigma$ as input. Since $\boldsymbol\sigma=2\mathbf s$, the two are related by $\xi=2\lambda$, and the same splitting reads $3\lambda$. A constant taken over with the wrong convention changes the splitting by a factor of two.

For a numerical example take the round value $\xi=0.020$ hartree, which is a model parameter and does not stand for a particular atom. The twofold level lies at $-0.020$ hartree and the fourfold level at $0.020/2=0.010$ hartree. The splitting is $0.010+0.020=0.030$ hartree, or $0.816$ eV. Diagonalizing the $6\times6$ matrix built from the derivatives gives the same levels with the same degeneracies, as the numerical output shows.

## States, checks and the effect of an axial field

This half uses the following from the first. The operator is $H=\xi X$ with $X=\mathbf l\cdot\mathbf s$, $\mathbf s=\boldsymbol\sigma/2$ and $\xi>0$, for one electron in a p shell. The complex orbitals are $|{\pm1}\rangle=\mp(x\pm iy)/\sqrt2$ and $|0\rangle=z$. The projection $m_j=m+m_s$ is conserved. The states with $m_j=\pm\tfrac32$ stand alone at energy $\xi/2$. For $m_j=\tfrac12$ the basis is $|0,{\uparrow}\rangle,\,|1,{\downarrow}\rangle$, the diagonal elements are $0$ and $-\xi/2$, and the coupling is $\xi/\sqrt2$. The block for $m_j=-\tfrac12$ is the same matrix. The levels are $\xi/2$, fourfold, and $-\xi$, twofold.

### Eigenstates and their shape

Write an eigenstate with $m_j=\tfrac12$ as $a\,|0,{\uparrow}\rangle+b\,|1,{\downarrow}\rangle$. The first row of the eigenvalue equation is $\xi b/\sqrt2=Ea$.

For $E=\xi/2$ it gives $b=a/\sqrt2$. Normalization requires $a^2(1+\tfrac12)=1$, so $a^2=\tfrac23$ and $b^2=\tfrac13$. For $E=-\xi$ it gives $b=-\sqrt2\,a$, and then $a^2(1+2)=1$, so $a^2=\tfrac13$ and $b^2=\tfrac23$. The number $a^2$ is the weight of the $p_z$ orbital: two thirds in the upper state and one third in the lower.

Written in real orbitals, the lower state is

$$\frac{1}{\sqrt3}\left(|0,{\uparrow}\rangle-\sqrt2\,|1,{\downarrow}\rangle\right)=\frac{1}{\sqrt3}\left[\,z\,{\uparrow}+(x+iy)\,{\downarrow}\,\right].$$

Its density, summed over spin, is proportional to $z^2+|x+iy|^2=x^2+y^2+z^2$, apart from the factor $g(r)^2$. The charge of this state is spherical even though it is built from p orbitals. It has no lobe with which to favour one bond direction over another. This matters in a solid in which p orbitals form the bonds. Where bonding makes a directed state the lowest one, that state keeps its direction until $\xi$ becomes large compared with the hopping between atoms. At a wave vector where the three p states are degenerate without the coupling, as in the last section, the lower level is the spherical one however small $\xi$ is.

### Total angular momentum and checks for a code

Let $\mathbf j=\mathbf l+\mathbf s$. Orbital and spin operators commute with each other, so squaring gives $\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s$, and therefore

$$X=\tfrac12\left(\mathbf j^2-\mathbf l^2-\mathbf s^2\right).$$

In the p shell $\mathbf l^2=2$. For the orbital $z$, for example, $l_x^2z=l_x(-iy)=-i(iz)=z$ and $l_y^2z=l_y(ix)=i(-iz)=z$, while $l_z^2z=0$. The sum is $2z$, and cyclic replacement gives the same factor for $x$ and $y$. For the spin, each $\sigma_k^2=1$, so $\mathbf s^2=3\times\tfrac14=\tfrac34$. The values of $\mathbf j^2$ in the two levels are then

$$X=\tfrac12:\quad \mathbf j^2=2+\tfrac34+1=\tfrac{15}{4},\qquad\qquad X=-1:\quad \mathbf j^2=2+\tfrac34-2=\tfrac34 .$$

Since $\mathbf j^2=j(j+1)$, these are $j=\tfrac32$ and $j=\tfrac12$. The degeneracies $2j+1$ are four and two, as counted before.

Because $X$ is Hermitian and has the two eigenvalues $\tfrac12$ and $-1$, it satisfies

$$\left(X-\tfrac12\right)(X+1)=0,\qquad\text{that is}\qquad X^2=\tfrac12-\tfrac12X .$$

This can be checked on a coded matrix without diagonalizing it. The projectors onto the two levels are

$$P_{3/2}=\tfrac23\,(X+1),\qquad P_{1/2}=\tfrac23\left(\tfrac12-X\right).$$

Inserting $X=\tfrac12$ gives 1 and 0, and inserting $X=-1$ gives 0 and 1, as required. A numerical routine may return any orthonormal set of vectors inside a degenerate level, so single vectors should not be compared between codes. The projectors do not depend on that choice.

The identity for $X$ also catches a sign error. The matrices $L_k$ in real orbitals are purely imaginary, so taking their complex conjugate turns $L_k$ into $-L_k$. If this happens to the orbital matrices but not to the spin matrices, $X$ becomes $-X$. The twofold level then appears at $+\xi$, above the fourfold one at $-\xi/2$. The size of the splitting is unchanged, so a check of the gap alone would miss the error.

### An axial field

The factor $\tfrac32$ rests on three orbitals of equal energy. In a solid the surroundings of an atom can single out one axis, and the three directions are then not equivalent. The simplest model of this raises the orbital along one axis by an energy $\Delta$:

$$H_\Delta=\xi X+\Delta\,|p_z\rangle\langle p_z| .$$

The added term does not act on spin. It is diagonal in $m$, since $p_z$ is the state $|0\rangle$, so $m_j$ is still conserved. The states $|1,{\uparrow}\rangle$ and $|-1,{\downarrow}\rangle$ contain no $p_z$ and stay at $\xi/2$. The block for $m_j=\tfrac12$ becomes

$$\begin{pmatrix}\Delta&\xi/\sqrt2\\\xi/\sqrt2&-\xi/2\end{pmatrix},$$

and the block for $m_j=-\tfrac12$ is the same. The eigenvalues of a real symmetric $2\times2$ matrix are the mean of its diagonal elements plus or minus the root of half their difference squared plus the coupling squared. This gives

$$E_\pm=\frac12\left(\Delta-\frac{\xi}{2}\right)\pm S,\qquad S=\sqrt{\frac14\left(\Delta+\frac{\xi}{2}\right)^2+\frac{\xi^2}{2}} .$$

The shell now has three twofold levels: $\xi/2$, $E_+$ and $E_-$. At $\Delta=0$ the root is $S=\sqrt{\xi^2/16+8\xi^2/16}=3\xi/4$, and $E_\pm=-\xi/4\pm3\xi/4$ returns $\xi/2$ and $-\xi$.

The order of the levels follows from the characteristic polynomial $P(E)=(E-\Delta)(E+\xi/2)-\xi^2/2$, whose roots are $E_\pm$. At $E=\xi/2$ it equals $(\xi/2-\Delta)\xi-\xi^2/2=-\Delta\xi$. For $\Delta>0$ this is negative, so $\xi/2$ lies between $E_-$ and $E_+$. For $\Delta<0$ it is positive, so both roots lie on the same side of $\xi/2$. Their mean is negative in that case, and hence both lie below.

The direction of the axis does not affect the energies. On this shell $\mathbf l^2$ and $\mathbf s^2$ are constants, so $X$ depends on $\mathbf j^2$ alone. It is therefore unchanged when orbit and spin are rotated together. Such a rotation can bring any axis to $z$. For a unit vector $\mathbf n$ the field matrix in real orbitals is $\Delta\,n_an_b$, the same for both spins. Numerical diagonalization was tested against the formula for axes along $(0,0,1)$ and $(1,1,1)$ and for both signs of $\Delta$.

### Weak and strong fields

Multiplying out the square gives

$$S^2=\frac{9\xi^2}{16}+\frac{\Delta\xi}{4}+\frac{\Delta^2}{4}.$$

For $|\Delta|\ll\xi$ the root is, to first order in $\Delta$, $S\approx\tfrac34\xi+(\Delta\xi/4)/(2\times\tfrac34\xi)=\tfrac34\xi+\Delta/6$. Therefore

$$E_+\approx\frac{\xi}{2}+\frac{2\Delta}{3},\qquad E_-\approx-\xi+\frac{\Delta}{3}.$$

These shifts are $\Delta$ times the $p_z$ weights found above. The former fourfold level is split by $2|\Delta|/3$, since its other two states do not move.

For $\Delta\gg\xi$ set $A=\Delta+\xi/2$. Then $S=\tfrac12A\sqrt{1+2\xi^2/A^2}\approx\tfrac12A+\xi^2/(2A)$, and the lower root is

$$E_-\approx\frac12\left(\Delta-\frac{\xi}{2}\right)-\frac12\left(\Delta+\frac{\xi}{2}\right)-\frac{\xi^2}{2A}\approx-\frac{\xi}{2}-\frac{\xi^2}{2\Delta}.$$

The separation of the two lower levels is then $\xi+\xi^2/(2\Delta)$, which tends to $\xi$ and not to $3\xi/2$. The reason is visible in the matrix. Once $p_z$ is far away, the pair $m=\pm1$ is left, and the ladder terms, which change $m$ by one, cannot connect its members. What remains is $\xi\,l_zs_z$, with energies $\pm\xi/2$.

For any $\Delta\ge0$ the separation of the two lower levels is

$$D=\frac{\xi}{2}-E_-=\frac{3\xi}{4}-\frac{\Delta}{2}+S .$$

Its derivative is $dD/d\Delta=-\tfrac12+(\Delta+\xi/2)/(4S)$. The definition of $S$ shows that $S>\tfrac12(\Delta+\xi/2)$, so the second term is smaller than $\tfrac12$ and $D$ falls steadily. In this model it runs from $3\xi/2$ at zero field towards $\xi$.

### Example with a field

Take $\xi=0.020$ hartree as before and $\Delta=0.030$ hartree, again as model parameters. The mean of the diagonal elements is $\tfrac12(0.030-0.010)=0.010$ hartree. Half their difference is $\tfrac12(0.030+0.010)=0.020$ hartree. The root is

$$S=\sqrt{0.020^2+\tfrac12\,(0.020)^2}=\sqrt{0.0006}=0.0245\ \text{hartree}.$$

The levels are $E_-=-0.0145$, $\xi/2=0.0100$ and $E_+=0.0345$ hartree. The lower two are $0.0245$ hartree apart, or $1.22\,\xi$, compared with $1.50\,\xi$ without the field. Reading $\xi$ from this separation with the free-atom factor would give $0.0245/1.5=0.0163$ hartree, which is 18% below the value put in.

The separation $D/\xi$ is $1.37$ at $\Delta/\xi=0.5$, $1.09$ at $5$ and $1.01$ at $50$. A field of half the coupling constant thus already changes the factor by about 9% of its free value.

### Finding the coupling constant from levels

When all three levels are known and $\Delta$ is known to be positive, $\xi$ and $\Delta$ can both be recovered, whatever the zero of energy. Let $u=E_+-\xi/2$ and $v=\xi/2-E_-$ be the distances from the level without $p_z$ character. The sum $E_++E_-=\Delta-\xi/2$ gives $u-v=\Delta-\tfrac32\xi$. The polynomial factorizes as $P(E)=(E-E_+)(E-E_-)$, so $P(\xi/2)=-uv$, and the value found above gives $uv=\Delta\xi$. Eliminating $\Delta$ leaves $\tfrac32\xi^2+(u-v)\xi-uv=0$, with the solutions

$$\xi=\frac{-(u-v)\pm\sqrt{(u-v)^2+6uv}}{3}.$$

For $\Delta>0$ both $u$ and $v$ are positive, and the plus sign gives the one positive solution. In the example $u=v=0.0245$ hartree, because $\Delta$ happens to equal $\tfrac32\xi$. The formula returns $\sqrt{6\times0.0006}/3=0.020$ hartree.

For $\Delta<0$ the product $uv$ is negative, and the two solutions have the positive product $-\tfrac23uv=\tfrac23|\Delta|\xi$. If one is $\xi$, the other is $\tfrac23|\Delta|$, which is also positive. The energies alone then do not tell the two apart, and the $p_z$ weights are needed as well.

### Use in a solid

In a tight-binding model with p orbitals on each atom, the matrix $\xi X$ is added to the on-site block of that atom, with one constant $\xi$ for each element. This constant is an effective parameter: orthonormal orbitals in a bonded system are not the orbitals of the free atom, so it need not equal the free-atom value, and bonding and antibonding states of the same element can show values that differ by several percent or more. It does not depend on the wave vector, provided that spin-orbit matrix elements between orbitals on different atoms are neglected. The ordinary hopping between atoms is kept.

Suppose that at some wave vector three band states are degenerate without the coupling and have the form $\phi_a=\sum_i c_i\,p_a^{(i)}$, with $a=x,y,z$. Here $i$ labels the atoms in the cell, the orbitals are orthonormal, and the coefficients $c_i$ are the same for all three directions. The on-site terms then add up to $\sum_i|c_i|^2\xi_i\,X$. To first order in the coupling the three states split like a p shell with

$$\xi_{\text{eff}}=\sum_i|c_i|^2\,\xi_i ,$$

and the gap is $\tfrac32\,\xi_{\text{eff}}$. In a compound whose band states have this form, the splitting thus weights each element by its share in them. States that also contain other orbitals, such as d orbitals, are not covered. If the coefficients differ between directions by more than a phase factor shared by all atoms, or the three states are not degenerate, the formula no longer holds in general. When all other bands are far away compared with the coupling, it is then enough to diagonalize the $6\times6$ matrix of $H$ in these three states with both spins. Otherwise the full matrix is needed.

## Calculated quantities

```
coupling constant xi = 0.020 hartree
twofold level = -0.020000 hartree, states: 2
fourfold level = 0.010000 hartree, states: 4
splitting = 0.030000 hartree = 0.8163 eV
splitting / xi = 1.500000 (no unit)
j squared, twofold level = 0.7500 hbar^2
j squared, fourfold level = 3.7500 hbar^2
p_z weight, m_j=1/2, lower state = 0.3333 (no unit)
p_z weight, m_j=1/2, upper state = 0.6667 (no unit)
axial field delta = 0.030 hartree
lowest doublet with field = -0.014495 hartree
middle doublet with field = 0.010000 hartree
highest doublet with field = 0.034495 hartree
separation of two lower doublets = 0.024495 hartree
delta/xi and separation of two lower doublets/xi (no unit):
    0.0  1.5000
    0.5  1.3660
    1.5  1.2247
    5.0  1.0895
   50.0  1.0099
```
